\section*{How purity sets the low-temperature thermal conductivity peak of a metal, part 2}

Electrons of a pure metal carry heat at $T$ well below the Debye temperature $\theta$; lattice conduction is neglected. Static defects and phonons give the thermal resistivity $W=1/\kappa$:
\begin{equation}
W(T)=\frac{A}{T}+BT^2 ,
\label{eq:W}
\end{equation}
We seek the peak's temperature $T_m$ and height $\kappa_{\max}$ against $\mathrm{RRR}=\rho(273\,\mathrm{K})/\rho_0$, their values for copper, and how far (\ref{eq:W}) can be trusted there. SI units are used. With $\rho_0$ the residual resistivity, $\rho(273\,\mathrm{K})=\rho_0+\rho_{\rm ph}$, $A=\rho_0/L_0$, $L_0=\pi^2k^2/3e^2=2.4430\times10^{-8}$ and $L=\kappa\rho/T$.

Rough copper inputs: $\rho_{\rm ph}=1.5\times10^{-8}$, $B=2.5\times10^{-7}$, $\theta=340$ K, $E_F=7$ eV, $Z=1$ electron per atom.

Equating the two terms gave the estimate
\begin{equation}
T_*=\left(\frac{A}{B}\right)^{1/3},\qquad \kappa(T_*)=\frac{T_*}{2A}=\tfrac12A^{-2/3}B^{-1/3}.
\label{eq:est}
\end{equation}
The maximum of (\ref{eq:W}) has
\begin{align}
T_m&=\left(\frac{\rho_{\rm ph}}{2L_0B}\right)^{1/3}(\mathrm{RRR}-1)^{-1/3},\label{eq:Tm}\\
\kappa_{\max}&=\frac1{3BT_m^2}=\frac1{3B}\left(\frac{2L_0B}{\rho_{\rm ph}}\right)^{2/3}(\mathrm{RRR}-1)^{2/3}.\label{eq:km}
\end{align}
and, with $y=T/T_m$,
\begin{equation}
\frac{\kappa}{\kappa_{\max}}=\frac{3y}{2+y^3},
\label{eq:shape}
\end{equation}

For $\eta=(\varepsilon-\mu)/kT$, $w=1/[4\cosh^2(\eta/2)]$ and electron deviation $\phi(\eta)$,
\begin{equation}
\rho=\min_\phi\frac{Q[\phi]}{(\int w\phi)^2},\qquad
WTL_0=\frac{\pi^2}{3}\min_\phi\frac{Q[\phi]}{(\int w\eta\phi)^2}.
\label{eq:var}
\end{equation}
Defects add $\rho_0\int w\phi^2$ to $Q$. Bloch-model phonons (longitudinal, sound speed $c_s$, $\hbar c_sq_D=k\theta$, no umklapp) add
\begin{equation}
Q_{\rm ph}=gt^3\iint_{|x|<1/t}d\eta\,d\eta'\,x^2S\left[(\phi-\phi')^2+\lambda t^2x^2\phi\phi'\right].
\label{eq:Qph}
\end{equation}
Here $t=T/\theta$, $x=\eta'-\eta$, $\phi'=\phi(\eta')$, $S=1/[8\cosh\frac\eta2\cosh\frac{\eta'}2\sinh\frac{|x|}2]$, $\lambda=(q_D/k_F)^2=(2/Z)^{2/3}$ and $g=2R/\lambda$. The bracket holds the energy-change and direction terms.

With $J_n(z)=\int_0^zx^n\,dx/[4\sinh^2(x/2)]$, trial $\phi=1$ gives the phonon electrical resistivity $\rho_i=4Rt^5J_5(1/t)$. Trial $\phi=\eta$ bounds the phonon thermal resistivity $W_i$ above by $B_{\rm var}T^2s(t)$:
\begin{align}
B_{\rm var}&=\frac{12J_5(\infty)}{\pi^2\lambda}\frac{R}{L_0\theta^3}=95.3\,\frac{R}{L_0\theta^3},\\
s(t)&=\frac{J_5(1/t)}{J_5(\infty)}\left[1+\frac{\pi^2}{3}\lambda t^2\left(1-\frac{J_7}{2\pi^2J_5}\right)\right],\qquad s(0)=1 .
\end{align}

Separately, for defect scattering with conductivity $\propto\varepsilon^s$, the Lorenz correction is $L/L_0-1=\pi^2(kT/\mu)^2[8s(s-1)/15-s^2/3]$.

\subsection{Copper}

The prefactors are $[1.5\times10^{-8}/(2\times2.4430\times10^{-8}\times2.5\times10^{-7})]^{1/3}=107.1$ K and $(1/3B)/(107.1\ \mathrm K)^2=1.3333\times10^6/107.1^2\approx116$ W\,m$^{-1}$K$^{-1}$, or $1.16$ W\,cm$^{-1}$K$^{-1}$. The table carries extra digits so that the arithmetic can be followed; with inputs this rough the rows are estimates of size, not reference data for copper, and errors of 10 to 20\% should be expected.

\begin{center}
\begin{tabular}{rcccc}
RRR & $A$ (m\,K$^2$/W) & $T_m$ (K) & $\kappa_{\max}$ (W/m\,K) & $T_m/\theta$\\
30 & $2.117\times10^{-2}$ & 34.9 & 1100 & 0.1025\\
100 & $6.202\times10^{-3}$ & 23.2 & 2490 & 0.068\\
300 & $2.054\times10^{-3}$ & 16.0 & 5200 & 0.047\\
1000 & $6.146\times10^{-4}$ & 10.7 & 11600 & 0.032\\
3000 & $2.047\times10^{-4}$ & 7.4 & 24200 & 0.022
\end{tabular}
\end{center}

For $\mathrm{RRR}=100$, $T_m=107.1/99^{1/3}=23.15$ K, $A/T_m=2.679\times10^{-4}$ and $BT_m^2=1.340\times10^{-4}$ m\,K/W, and the inverse of their sum is $2.5\times10^3$ W\,m$^{-1}$K$^{-1}$, or 25 W\,cm$^{-1}$K$^{-1}$. The half-height points are 7.9 K and 52 K, the second outside the range of the $T^2$ law. Both $T_m$ and $\kappa_{\max}$ vary as $B^{-1/3}$; a $B$ larger by 20\% multiplies each by $0.941$.

Setting $\rho_i(273\,\mathrm K)=\rho_{\rm ph}$, with $J_5(340/273)=0.5525$, gives $R=1.5\times10^{-8}/[4(273/340)^5\times0.5525]=2.03\times10^{-8}\,\Omega\,$m. This gives $\rho_i/\rho_0=0.097$ at the peak for $\mathrm{RRR}=100$. Together with the rough $B$ for the heat current, and if both resistivities add, it gives $L/L_0=0.73$. Both numbers are only a rough guide. The rough $B$ is smaller than the one that $R$ implies in the Bloch model (see the next subsection), and $\rho_i$ at the peak depends strongly on $\theta$: with $\theta\approx630$ K, the value for longitudinal phonons alone, and the same resistivity at 273 K, $\rho_i/\rho_0$ would be only about $0.01$ and $L/L_0$ about $0.67$. The measured resistivity of copper between 20 and 100 K follows the form with $\theta\approx340$ K, so $\rho_i/\rho_0\approx0.1$ is the realistic size. At 4.2 K and $\mathrm{RRR}=3000$, $\rho_i/\rho_0=6\times10^{-4}$, so a resistance measured at 4.2 K serves as $\rho_0$.

\subsection{Failure of additivity}

For $t\ll1$ and odd $\phi$, the direction term of (\ref{eq:Qph}) is dropped and the cutoff is sent to infinity, so $Q=\rho_0\int w\phi^2+\beta T^3V[\phi]$ with $V=\iint x^2S(\phi-\phi')^2$ and $\beta=g/\theta^3$. For $\rho_0=0$ the minimum in (\ref{eq:var}) is $T^3$ times a number, so $W_i=BT^2$ holds exactly in this limit, with $B=rB_{\rm var}$ and $r\le1$. For $\rho_0>0$ the minimum of a sum is at least the sum of the minima, and $\phi=\eta$ gives an upper bound:
\begin{equation}
\frac AT+BT^2\le W\le\frac AT+\frac BrT^2 .
\label{eq:bounds}
\end{equation}
The form (\ref{eq:W}) with the pure-metal $B$ is therefore a lower bound on $W$, reached only if one function minimized both terms. Since the maximum of the additive $\kappa$ varies as $B^{-1/3}$, the true height lies between $r^{1/3}$ and 1 times (\ref{eq:km}).

Within this model the exponents are unaffected. Factoring $\rho_0$ out of $Q$ gives $WTL_0=\rho_0h(Y)$, $Y=\beta T^3/\rho_0$, with $h$ a fixed function. Substituting $T=(\rho_0Y/\beta)^{1/3}$,
\begin{equation}
\kappa=L_0\beta^{-1/3}\rho_0^{-2/3}\,\frac{Y^{1/3}}{h(Y)} .
\end{equation}
By (\ref{eq:bounds}) $\kappa$ vanishes at both ends, and its maximum lies at one value of $Y$ for every sample, so $T_m\propto\rho_0^{1/3}$ and $\kappa_{\max}\propto\rho_0^{-2/3}$. These powers rest on $W_i\propto T^2$. If the phonon term of a real metal follows another power $T^n$ over the range of the peaks, the additive form gives $T_m\propto\rho_0^{1/(n+1)}$ and $\kappa_{\max}\propto\rho_0^{-n/(n+1)}$ instead. Empirical fits to copper data use a power above 2, so for real copper the exponents $1/3$ and $2/3$ are approximate.

The constants need a numerical solution. On a grid of $\eta$ the form becomes $\phi^{T}M\phi$ and the denominator $(b^{T}\phi)^2$; the minimum is at $\phi=M^{-1}b$, and $WTL_0=(\pi^2/3)/(b^{T}M^{-1}b)$. A step of $0.05$ over $|\eta|<30$ gives $r=0.661$, in agreement with a step of $0.1$ to within $10^{-4}$ relative, so the exact coefficient is $63.0$ in place of $95.3$ and $r^{1/3}=0.871$. With $\beta$ chosen so that the pure-metal $B$ has the rough copper value, $W$ exceeds (\ref{eq:W}) by a factor $1.070$ at the additive $T_m$. The peak moves to $0.980\,T_m$ and its height falls to $0.935\,\kappa_{\max}$, inside the bounds, for every RRR; for $\mathrm{RRR}=100$ this is 22.7 K and $2.3\times10^3$ W\,m$^{-1}$K$^{-1}$. The quantity $\kappa\rho_0/L_0T$ at the peak is $0.636$ in place of $2/3$. A $B$ inferred from a peak through $1/(3\kappa_{\max}T_m^2)$ would be $1/(0.935\times0.980^2)\approx1.11$ times the pure-metal value in this model; the rough $B$ is too coarse to tell the two readings apart.

The model supplies the power of $T$ but not the size of $B$ for copper. With $R/L_0\theta=2.448\times10^{-3}$ m\,K/W, $B_{\rm var}=95.3\times2.448\times10^{-3}/340^2=2.0\times10^{-6}$ and $rB_{\rm var}=1.3\times10^{-6}$ m\,W$^{-1}$K$^{-1}$, about five times the rough value. The model value is sensitive to the choice of $\theta$: 340 K is a mean over all phonon branches, while the model has only longitudinal phonons, whose sound speed in copper, about 4.8 km/s, gives $\hbar c_sq_D/k\approx630$ K. With this value and the same resistivity at 273 K the model gives $B\approx5\times10^{-7}$ m\,W$^{-1}$K$^{-1}$, about twice the rough value. This does not explain the excess: 630 K lies well above the highest phonon frequency of copper, about 350 K, and it makes $\rho_i$ at 20 to 40 K about ten times smaller than measured, so no single $\theta$ fits both resistivities. The model also leaves out umklapp processes and transverse phonons. $B$ is therefore an empirical input.

\subsection{Range of the $T^2$ law}

The ratio $r$ was found only for $t\ll1$, so the shape $s(t)$ of the trial bound is used here as an estimate of the departure from the $T^2$ law; the numbers below belong to that shape. With $W=A/T+BT^2s(t)$, the condition $dW/dT=0$ reads
\begin{equation}
2\left(\frac{T_m}{\theta}\right)^3=t^2\frac{d(t^2s)}{dt},
\end{equation}
where $T_m$ is the nominal value (\ref{eq:Tm}), since $A/B=2T_m^3$. Where $s<1$ and $s'<0$ the right side is below $2t^3$, so the peak moves up in temperature, and $s<1$ raises it. For $\mathrm{RRR}=100$, $s=0.972$ at $T_m$, the position is multiplied by $1.025$ and the height by $1.010$; for $\mathrm{RRR}=1000$ the factors are $1.004$ and $1.002$. The right side vanishes at $t\to0$. At large $t$, $J_5\simeq t^{-4}(1-1/18t^2)/4$ and $J_7/J_5\simeq2/3t^2$ give $t^2s\propto1+t^{-2}[3/\pi^2\lambda-1/3\pi^2-1/18]$, with a positive bracket for $Z=1$, so the right side is negative there. It has a maximum in between, and numerically $\kappa$ with this shape has no local maximum once the nominal $T_m/\theta$ exceeds $0.098$. The row $\mathrm{RRR}=30$ lies just beyond, but this threshold belongs to the trial function: a numerical minimization of (\ref{eq:var}) with the full form (\ref{eq:Qph}) keeps a peak up to a nominal $T_m/\theta\approx0.11$, and for $\mathrm{RRR}=30$ places it at about $1.11\,T_m$ with height $0.97\,\kappa_{\max}$. Neither threshold decides whether such a copper sample has a peak, because the Bloch shape scaled to the rough $B$ has a high-temperature resistivity too small by the factor $B_{\rm var}/B\approx8$ relative to $R/L_0\theta$. The comparison shows that near $\theta/10$ the result is sensitive to the detailed form of $W_i(T)$, including the error of the trial function, and (\ref{eq:Tm}) is not controlled.

\section{Comparison}

The estimate (\ref{eq:est}) and the exact treatment have the same exponents, and the homogeneity argument gives the reason: for $T\ll\theta$ in this model, $WTL_0/\rho_0$ depends only on the ratio $\beta T^3/\rho_0$, so any rule that picks a fixed value of it yields the correct powers. The estimate picks $BT^3/A=1$, while the maximum of (\ref{eq:W}) is at $BT^3/A=\frac12$, because the phonon term has twice the logarithmic slope of the defect term and needs only half its size to balance it. Thus $T_*=2^{1/3}T_m$, which is 26\% above $T_m$ (29 K against 23 K for $\mathrm{RRR}=100$). The height is much closer: (\ref{eq:shape}) at $y=2^{1/3}$ gives $3\cdot2^{1/3}/4=0.945$, an error of $5.5\%$ relative to $\kappa_{\max}$, smaller because $\kappa$ is stationary at the peak.

In the limit $T\ll\theta$ the Boltzmann solution lowers the height by $6.5\%$ and the position by 2\% relative to (\ref{eq:km}) and (\ref{eq:Tm}). The estimated height is then within about 1\% of the Boltzmann height ($0.945$ against $0.935$), a coincidence of two unrelated deficits, while the estimated position remains far off. Going from (\ref{eq:est}) to (\ref{eq:Tm}) thus removes an error of 26\% in the position, well above the 6\% caused by a 20\% uncertainty in $B$; the corrections from non-additivity and, for $\mathrm{RRR}\ge100$, from the finite-temperature factor $s(t)$ (direction term and Debye cutoff together) are of that size or smaller.

The numerical check checks the Lorenz correction and the closed Bloch forms against quadrature, the peak formulas against numerical maximization, and the bounds (\ref{eq:bounds}) against the grid solution.

\section*{Table of computed values}
\begin{verbatim}
L0 = 2.4430e-08 W Ohm/K^2
rough inputs: rho_ph(273 K) = 1.5e-08 Ohm m, B = 2.5e-07 m/(W K)
rough inputs: theta = 340 K, E_F = 7 eV; Z = 1, (qD/kF)^2 = 1.5874
Tm = 107.1 K * (RRR-1)^(-1/3)
kappa_max = 116.3 W/(m K) * (RRR-1)^(2/3) = 1.163 W/(cm K) * same
kappa_max Tm^2 = 1/(3B) = 1.3333e+06 W K/m
RRR  rho0[Ohm m]  A[m K^2/W]  Tm[K]  kappa_max[W/(m K)]  Tm/theta
   30  5.172e-10  2.117e-02   34.86      1098  0.1025
  100  1.515e-10  6.202e-03   23.15      2488  0.0681
  300  5.017e-11  2.054e-03   16.01      5199  0.0471
 1000  1.502e-11  6.146e-04   10.71     11619  0.0315
 3000  5.002e-12  2.047e-04    7.43     24180  0.0218
fitted exponents (additive): Tm -0.3333, kappa_max 0.6667
fitted exponents (Boltzmann): Tm -0.3333, kappa_max 0.6667
half height: u = 0.3399, 2.2618; RRR=100: T = 7.87 K, 52.36 K
RRR=100: W0(Tm) = 2.679e-04, Wi(Tm) = 1.340e-04 m K/W
RRR=100: kappa_max = 24.9 W/(cm K)
RRR=100: rho_i(Tm)/rho0 = 0.097, L/L0 at peak = 0.732
RRR=100: kTm/E_F = 2.85e-04, Sommerfeld L/L0-1 (s=1) = -2.7e-07
rho_i(4.2 K)/rho0 at RRR=3000 = 5.8e-04
B 20% larger: Tm and kappa_max times 0.941
J5(inf) = 124.431, J7(inf) = 5082.1, J5(theta/273 K) = 0.5525
pure Bloch metal, trial functions: L/L0 at t=0.05 = 0.0132
Bloch R = 2.034e-08 Ohm m, R/(L0 theta) = 2.448e-03 m K/W
r = B_exact/B_var = 0.6614, r^(1/3) = 0.8713
B theta^3 L0/R: variational 95.3, exact 63.0
Bloch B_var = 2.02e-06, B_exact = 1.34e-06 m/(W K)
Bloch B_exact / rough B = 5.3
Boltzmann/additive: Tm 0.9799, kappa_max 0.9348
Boltzmann RRR=100: Tm = 22.68 K, kappa_max = 2326 W/(m K)
Boltzmann: W/(A/T+BT^2) at additive Tm = 1.0701
Boltzmann: kappa rho0/(L0 T) at its peak = 0.6360
Bloch shape RRR=100: s(Tm) 0.972, Tm x1.025, kappa x1.010
Bloch shape RRR=300: s(Tm) 0.988, Tm x1.009, kappa x1.004
Bloch shape RRR=1000: s(Tm) 0.994, Tm x1.004, kappa x1.002
Bloch shape RRR=3000: s(Tm) 0.997, Tm x1.002, kappa x1.001
Bloch shape: no peak for nominal Tm/theta > 0.0980 (s(0.1) = 0.900)
\end{verbatim}
